# Mean Capture Time of an Electron Trap

## Problem

A crystal contains a defect that can bind one extra electron. At time zero the defect, called the trap, is empty. It is surrounded by mobile electrons with

- density $n = 10^{17}\ \mathrm{cm^{-3}}$,
- mean speed $v = 10^{7}\ \mathrm{cm/s}$,
- capture cross section $\sigma = 10^{-15}\ \mathrm{cm^2}$.

(a) Derive the mean time $\tau$ that the trap waits for its electron.

(b) Evaluate $\tau$.

(c) How long must one wait until the trap is filled with probability 90%, and with probability 99%?

(d) A bound electron can be released by heat. How deep must the level be for release to be negligible at 300 K in silicon?

(e) Is the given speed a good value for electrons in silicon, and how much does the answer move if it is not?

The electron density near the trap is held constant, the electrons arrive independently of one another, and $\sigma$ depends neither on the speed nor on the direction of arrival. Formulas containing quantum or thermal quantities are in atomic units, where $\hbar = m_e = e = 1$ and masses are multiples of the electron mass; $kT$ is the thermal energy.

## Hints

1. The cross section is the area of an imaginary target: an electron whose path crosses it is captured. Which electrons cross it within a short time $dt$?
2. The expected number of these electrons, divided by $dt$, is a probability of capture per unit time. Write down the probability that the trap is still empty at $t + dt$, given the probability at $t$.
3. Check the units before inserting numbers. Only one combination of $n$, $v$ and $\sigma$ without further constants is a time that shortens in proportion to the density.
4. For (d), use thermal equilibrium, where captures and releases balance. The balance fixes the release rate without any model of the release.
5. For (e), the electron mass in silicon depends on direction. Rescale the velocity components so that their distribution becomes isotropic.

## Solution

### (a) From the target area to the mean time

Sort the electrons into classes. Class $j$ has density $n_j$ and a common velocity of magnitude $v_j$. During $dt$ each of its members moves a distance $v_j\,dt$. The members that hit the target are those which start inside a cylinder of base area $\sigma$ and length $v_j\,dt$, placed upstream of the trap. The cylinder has volume $\sigma v_j\,dt$ and contains on average $n_j\sigma v_j\,dt$ electrons. Adding the classes gives the expected number of hits,

$$
\sum_j n_j \sigma v_j\,dt = \sigma\,dt \sum_j n_j v_j = n\sigma v\,dt,
\qquad v = \frac{1}{n}\sum_j n_j v_j .
$$

The speed in the result is therefore the mean of the magnitude of the velocity. It is neither the root-mean-square speed nor the drift velocity, which is a mean of the velocity vector and vanishes without a current.

For small $dt$ the chance of two hits is of order $dt^2$, so $n\sigma v\,dt$ is also the probability of one capture. Let $P(t)$ be the probability that the trap is still empty. To be empty at $t+dt$, it must be empty at $t$ and capture nothing during $dt$:

$$
P(t+dt) = P(t)\,(1 - n\sigma v\,dt)
\quad\Rightarrow\quad
\frac{dP}{dt} = -n\sigma v\,P .
$$

With $P(0)=1$ the solution is $P(t) = e^{-n\sigma v t}$.

The probability that capture falls between $t$ and $t+dt$ is the loss of $P$ in that interval, $-(dP/dt)\,dt$. The mean waiting time follows by integration by parts:

$$
\tau = \int_0^\infty t\left(-\frac{dP}{dt}\right)dt
= \Big[-tP\Big]_0^\infty + \int_0^\infty P\,dt
= 0 + \int_0^\infty e^{-n\sigma v t}\,dt = \frac{1}{n\sigma v}.
$$

The bracket vanishes at the lower limit because $t=0$, and at the upper limit because the exponential falls faster than $t$ grows. Hence

$$
\boxed{\ \tau = \frac{1}{n\,v\,\sigma}\ },\qquad P(t) = e^{-t/\tau}.
$$

This was tested by following simulated electrons in straight lines towards an absorbing sphere. Half of them had speed 0.5 and half speed 1.5, so the mean speed was 1 and the root-mean-square speed about 1.12. Over 12 000 trials the mean wait was 0.987 times the formula, with a statistical error of about 0.009. Had the root-mean-square speed been used, the ratio would have been 1.104, which the simulation rules out. The fraction of traps still empty at $t=\tau$ was 0.365, against $e^{-1}=0.368$.

### (b) The number

The product of speed and cross section is the capture coefficient,

$$
v\sigma = 10^{7}\ \mathrm{\frac{cm}{s}} \times 10^{-15}\ \mathrm{cm^2} = 10^{-8}\ \mathrm{\frac{cm^3}{s}} .
$$

Multiplication by the density gives the capture rate,

$$
n v\sigma = 10^{17}\ \mathrm{cm^{-3}} \times 10^{-8}\ \mathrm{\frac{cm^3}{s}} = 10^{9}\ \mathrm{s^{-1}},
$$

and its inverse is

$$
\tau = 10^{-9}\ \mathrm{s} = 1\ \mathrm{ns},
$$

or $4.13\times10^{7}$ atomic units of time.

There is a simple picture of this number. In the time $\tau$ the target sweeps, relative to the electrons, a volume $\sigma v\tau = 10^{-17}\ \mathrm{cm^3}$. That is $1/n$, the volume that holds one electron on average.

The corresponding path $v\tau = 10^{-2}\ \mathrm{cm}$ is far longer than an electron travels in a straight line, so scattering needs a comment. The derivation used straight flight only during the short time $dt$. Scattering does no harm as long as the trap does not thin out the electrons that are about to reach it.

To see when this holds, compare the target radius $R$ with the mean free path $l$. The radius follows from $\sigma=\pi R^2$ and is $R = 0.178\ \mathrm{nm}$. For a rough silicon mobility $\mu = 700\ \mathrm{cm^2/Vs}$, the time between collisions is $\mu m_c$ in atomic units. Here $m_c = 3/(1/m_l+2/m_t)\approx 0.26$ is the mass that governs conduction, with rough silicon masses $m_l=0.92$ along a valley axis and $m_t=0.19$ across it. At the given speed this yields $l \approx 10\ \mathrm{nm}$.

At a distance $r\gg R$ the trap blocks a fraction $\pi R^2/(4\pi r^2)=R^2/(4r^2)$ of all directions, and the electron density there is reduced by about that fraction. An electron that hits the trap had its last collision between $r$ and $r+dr$ with a probability of about $dr/l$ for $r<l$. The relative loss of arrivals is then roughly

$$
\int_R^{\infty}\frac{R^2}{4r^2}\,\frac{dr}{l} = \frac{R}{4l},
$$

which is of order $R/l = 0.017$ or smaller. This is an estimate of size, since the integral is used down to $r=R$, where its integrand is crude. In a material where $l$ is comparable with $R$, the trap noticeably thins out the electrons around it, and $1/(nv\sigma)$ underestimates the waiting time.

### (c) Waiting for near certainty

The trap is filled with probability $f = 1-e^{-t/\tau}$. Solving for the time,

$$
e^{-t/\tau} = 1-f \quad\Rightarrow\quad t = -\tau\ln(1-f).
$$

For $f=0.90$ this gives $t = \tau\ln 10 = 2.30\ \mathrm{ns}$, and for $f=0.99$ it gives $t=\tau\ln 100 = 4.61\ \mathrm{ns}$. After one mean time, 1 ns, the filling probability is 63%. Capture is a random event, and $\tau$ is the mean of a broad distribution, not a delay after which the trap is full.

A related question has a different answer: how long does one given electron stay free? It meets traps, not other electrons, so the density in the formula must be that of the empty traps. For a chosen trap density $N_t = 10^{16}\ \mathrm{cm^{-3}}$, all empty, the initial lifetime is $1/(N_t v\sigma) = 10\ \mathrm{ns}$.

### (d) Release by heat

Let $f$ be the occupation probability of the trap, $E_T$ its level, and $e_n$ the release rate of a filled trap. In equilibrium captures and releases balance:

$$
v\sigma n(1-f) = e_n f \quad\Rightarrow\quad e_n = v\sigma\,n\,\frac{1-f}{f}.
$$

With the Fermi level $E_F$, the occupation is $f = 1/[1+e^{(E_T-E_F)/kT}]$, so $(1-f)/f = e^{(E_T-E_F)/kT}$. The factor for the two spin orientations of the bound electron is absorbed into the effective level $E_T$. When the electrons are dilute, their density is $n = N_c\,e^{-(E_c-E_F)/kT}$, where $E_c$ is the band edge. In the product the Fermi level cancels:

$$
e_n = v\sigma\,n_1,\qquad n_1 = N_c\,e^{-E_t/kT},\qquad E_t = E_c-E_T .
$$

The effective density of states $N_c$ is the sum of Boltzmann factors over all band states per volume. Silicon has six equivalent valleys and two spins. Each momentum direction contributes

$$
\int_{-\infty}^{\infty}\frac{dp}{2\pi}\,e^{-p^2/(2m_ikT)} = \frac{\sqrt{2\pi m_i kT}}{2\pi}=\sqrt{\frac{m_i kT}{2\pi}},
$$

so that

$$
N_c = 6\cdot 2\,\sqrt{m_l m_t^2}\left(\frac{kT}{2\pi}\right)^{3/2}.
$$

At 300 K, where $kT = 0.02585\ \mathrm{eV}$, this is $2.74\times10^{19}\ \mathrm{cm^{-3}}$.

For a chosen depth $E_t = 0.5\ \mathrm{eV}$,

$$
n_1 = 2.74\times10^{19}\,e^{-0.5/0.02585}\ \mathrm{cm^{-3}} = 1.09\times10^{11}\ \mathrm{cm^{-3}},
$$

and the mean release time is $1/(v\sigma n_1) = 0.915\ \mathrm{ms}$, about a million times longer than capture. Capture and release are equally fast when $n_1=n$, which happens at

$$
E_t = kT\ln\frac{N_c}{n} = 0.145\ \mathrm{eV}.
$$

The level must lie several $kT$ deeper than this. Each further $kT\ln 10 \approx 0.06\ \mathrm{eV}$ suppresses release by another factor of ten. If the level is instead several $kT$ shallower, the trap remains mostly empty in the steady state, however fast it captures.

The dilute approximation used in this formula was tested where release matters, at a depth of 0.15 eV. The Fermi function, with $E_F$ found from the full Fermi-Dirac density, gives an occupation of 0.5471. The balance formula $n/(n+n_1)$ gives 0.5468. The small difference comes from the dilute approximation, which misjudges the density by 0.13% here.

### (e) The speed of electrons in silicon

In equilibrium each velocity component has a Gaussian distribution of variance $kT/m_i$. Write $v_i = w_i/\sqrt{m_i}$. All components of $\mathbf w$ then have variance $kT$, so $\mathbf w$ is isotropic. If $c$ is the cosine of the angle between $\mathbf w$ and the valley axis,

$$
|\mathbf v| = w\,\sqrt{\frac{c^2}{m_l}+\frac{1-c^2}{m_t}} .
$$

Magnitude and direction of $\mathbf w$ are independent, so the two factors are averaged separately. For the first,

$$
\langle w\rangle = \frac{4\pi\int_0^\infty w^3e^{-w^2/(2kT)}dw}{(2\pi kT)^{3/2}}
= \frac{8\pi (kT)^2}{(2\pi kT)^{3/2}} = \sqrt{\frac{8kT}{\pi}} .
$$

This is the mean speed for the free-electron mass, $1.08\times10^{7}\ \mathrm{cm/s}$ at 300 K.

For the second factor, $c$ is uniformly distributed, and by symmetry the range 0 to 1 suffices. Set $a = 1/m_t = 5.263$ and $b = 1/m_t-1/m_l = 4.176$. The substitution $c=\sqrt{a/b}\,\sin\theta$ turns the average into

$$
\int_0^1\sqrt{a-bc^2}\,dc = \frac{a}{\sqrt b}\int_0^{\theta_1}\cos^2\theta\,d\theta
= \frac{a}{2\sqrt b}\left(\theta_1+\sin\theta_1\cos\theta_1\right),
$$

with $\sin\theta_1=\sqrt{b/a}$ and $\cos\theta_1=\sqrt{(a-b)/a}$. Inserting these,

$$
\int_0^1\sqrt{a-bc^2}\,dc = \frac12\left[\sqrt{a-b}+\frac{a}{\sqrt b}\arcsin\sqrt{\frac ba}\right] = 1.94 .
$$

The mean speed is the product, $2.08\times10^{7}\ \mathrm{cm/s}$. The given value is thus a round figure, low by a factor of about two. With the density and cross section held fixed, the silicon speed gives $\tau = 0.48\ \mathrm{ns}$. The answer to the problem as posed remains 1 ns; for silicon it should be read as "of the order of a nanosecond".

### How the number compares with a real memory device

The data resemble electrons in the silicon channel of a charge-trap memory transistor at low field. A strongly switched-on channel can hold a density well above $10^{17}\ \mathrm{cm^{-3}}$, and $\tau$ then shortens in inverse proportion as long as $v$ and $\sigma$ stay the same. Near $10^{20}\ \mathrm{cm^{-3}}$ the electrons are degenerate and their mean speed is noticeably higher, which shortens $\tau$ further.

The cross section is the least certain input. It differs by orders of magnitude between defects, and $\tau$ inherits that spread in full. It can also depend on temperature. Take operation at 358 K (85 °C) and start from the 1 ns of part (b). If $\sigma$ is fixed, the speed grows as $\sqrt T$ and $\tau$ falls to 0.92 ns. If capture must also overcome a barrier, chosen here as 0.1 eV, then $\sigma\propto e^{-0.1\,\mathrm{eV}/kT}$ grows by a factor of 1.87 and $\tau$ falls to 0.49 ns.

Another assumption that fails concerns position. The traps that store the data are not in the channel but in a nitride layer behind an oxide. The nanosecond is therefore not the programming time of such a memory. The second variation shows how strongly an oxide slows capture when no field acts across it. Programming applies a strong field $F$, which lowers the barrier along the path and thins it where the oxide is thicker than $\phi/(eF)$, about 3 nm at 10 MV/cm for a barrier $\phi = 3.1\ \mathrm{eV}$. That estimate is therefore not a programming time either.

## Variation 1: many traps that use up the electrons

**Question.** The initial electron density is again $n=10^{17}\ \mathrm{cm^{-3}}$, but there are $N_t=10^{16}\ \mathrm{cm^{-3}}$ traps, all empty at first, and no electrons are resupplied. When has the number of empty traps fallen to $1/e$ of its initial value?

**Solution.** Let $u$ be the density of empty traps. The traps have taken $N_t-u$ electrons, so $n-N_t+u$ remain free. With $\Delta = n-N_t$,

$$
\frac{du}{dt} = -v\sigma\,u\,(\Delta+u).
$$

Separate the variables and use $\dfrac{1}{u(\Delta+u)}=\dfrac1\Delta\left(\dfrac1u-\dfrac1{\Delta+u}\right)$. Integration from $N_t$ to $u$, with $\Delta+N_t=n$, gives

$$
\frac1\Delta\ln\frac{u\,n}{N_t(\Delta+u)} = -v\sigma t
\quad\Rightarrow\quad
t = \frac{1}{v\sigma\Delta}\ln\frac{N_t(\Delta+u)}{u\,n}.
$$

At $u=N_t/e$ this becomes

$$
t_{1/e} = \frac{1}{v\sigma\Delta}\ln\frac{e\Delta+N_t}{n}
= 1.111\ \mathrm{ns}\times\ln 2.5465 = 1.04\ \mathrm{ns}.
$$

Depletion by traps ten times rarer than the electrons lengthens the time by 4%. Two limits are instructive:

- For $N_t\to0$ the logarithm tends to $\ln e=1$ and $\Delta\to n$, so the result returns to $\tau$.
- For $N_t\to n$ the argument of the logarithm is $1+(e-1)\Delta/n$. The logarithm is then approximately $(e-1)\Delta/n$, and $t_{1/e}\to(e-1)\tau = 1.72\ \mathrm{ns}$.

If $N_t>n$, some traps stay empty for ever, because there are too few electrons.

## Variation 2: traps inside an oxide, and dispersive filling

**Question.** Traps lie at various depths $x$ inside an oxide that borders the electron gas. The oxide barrier is $\phi = 3.1\ \mathrm{eV}$ above the electron energy and the tunnelling mass is $m=0.42$, both rough values. Estimate the capture time at $x=1\ \mathrm{nm}$. How does a layer of evenly distributed traps fill with time?

**Solution.** Inside the barrier the wave function obeys $-\psi''/(2m)+\phi\psi=0$. Its decaying solution is $\psi\propto e^{-\kappa x}$ with

$$
\kappa=\sqrt{2m\phi} = 5.85\ \mathrm{nm^{-1}}.
$$

The probability of finding an electron at the trap falls as $|\psi|^2\propto e^{-2\kappa x}$, and the capture rate is taken to fall with it:

$$
\tau(x)\approx\tau\,e^{2\kappa x},\qquad \tau(1\ \mathrm{nm})\approx 1\ \mathrm{ns}\times e^{11.7}\approx 0.12\ \mathrm{ms}.
$$

The exponential alone slows capture by five orders of magnitude over one nanometre of oxide. The estimate keeps the exponent and drops a prefactor. To judge its size, match a wave $e^{ikx}+re^{-ikx}$ outside the oxide to $s\,e^{-\kappa x}$ inside, with the same mass on both sides and an electron energy $E=0.04\ \mathrm{eV}$, so that $k^2=2mE$. Continuity of $\psi$ and of its slope requires $1+r=s$ and $ik(1-r)=-\kappa s$. Hence $s=2ik/(ik-\kappa)$ and $|s|^2=4k^2/(k^2+\kappa^2)=4E/(E+\phi)\approx0.05$. Relative to this one incident wave, the density at the trap is about twenty times smaller than the exponential alone suggests. The time $\tau$, however, refers to the bulk density $n$, which also contains the reflected wave, so that the mean density outside is $1+|r|^2=2$, and the energy of motion normal to the oxide is thermally spread with mean $kT/2$. Averaging $|s|^2/2\approx 2E/\phi$ gives $kT/\phi\approx0.008$. The capture time is thus longer by a further factor of about 120, roughly 15 ms, and the total slowing is about seven orders of magnitude. With the silicon masses outside the oxide, where $\psi'/m$ rather than the slope is continuous, this factor changes by about two in either direction, depending on the valley. This ignores the crystal momentum of the valleys parallel to the interface, which, if conserved, would suppress some valleys by further orders of magnitude. Transmission through a whole 1 nm barrier has a different prefactor, 0.20; this is the quantity that the numerical output calls the dropped prefactor. An electric field in the oxide tilts the barrier and changes $\kappa$ as well.

Now let the traps be evenly distributed in depth. At time $t$ the filled thickness is

$$
X(t)=\int_0^L\left[1-\exp\!\left(-\frac t\tau e^{-2\kappa x}\right)\right]dx .
$$

Define $x_f$ by $\tau(x_f)=t$, so that $x_f=\ln(t/\tau)/(2\kappa)$. The inner exponent becomes $-e^{-2\kappa(x-x_f)}$, which depends on $x-x_f$ alone. The filling profile is therefore a front of fixed shape, full well behind $x_f$ and empty well ahead of it. The filled fraction drops from 90% to 10% over a distance of $3.1/(2\kappa)\approx0.26\ \mathrm{nm}$. While the front is far from both faces of the layer, a tenfold increase in time advances it by

$$
\Delta x=\frac{\ln 10}{2\kappa}=0.197\ \mathrm{nm}.
$$

Evaluating the integral for $L=3\ \mathrm{nm}$ at 1 µs and 10 µs gives the same advance, 0.197 nm.

Each trap still fills by its own exponential law, but the trapped charge of the layer grows as the logarithm of time, provided it stays too small to change the barrier or the electron density. This is a simple case of dispersive trapping: a modest spread in depth becomes a spread of many decades in capture time, and no single time constant describes the layer. The logarithmic law fails for $t\lesssim\tau$, when the front has not yet formed, and again when the front reaches the far side of the layer. The numerical output lists the values used here.

## Computed values

```
electron density n = 1.0e+17 cm^-3
mean speed v = 1.0e+07 cm/s
cross section sigma = 1.0e-15 cm^2
capture coefficient v*sigma = 1.000e-08 cm^3/s
capture rate = 1.000e+09 s^-1
CAPTURE TIME tau = 1.0000 ns
capture time in atomic units = 4.1341e+07
filled probability after tau = 0.6321
time to 90% filled = 2.303 ns
time to 99% filled = 4.605 ns
simulation: number of traps = 12000
simulation: mean wait / formula = 0.9872
simulation: mean wait / rms-speed formula = 1.1037
simulation: empty fraction at tau = 0.3645
exponential law: empty fraction at tau = 0.3679
chosen trap density = 1.0e+16 cm^-3
1/e time with depletion = 1.0386 ns
initial lifetime of one electron = 10.00 ns
temperature = 300 K, kT = 0.02585 eV
rough Si masses: long 0.92, transverse 0.19 m_e
effective density of states = 2.744e+19 cm^-3
degeneracy correction to density = 0.129 %
test depth 0.15 eV: Fermi occupation = 0.5471
test depth 0.15 eV: balance occupation = 0.5468
chosen trap depth = 0.5 eV, n1 = 1.093e+11 cm^-3
emission time at that depth = 0.915 ms
depth where emission equals capture = 0.1451 eV
mean speed, free-electron mass = 1.076e+07 cm/s
mean speed, silicon masses = 2.084e+07 cm/s
capture time with silicon speed = 0.480 ns
rough mobility = 700 cm2/Vs
mean free path = 10.28 nm
trap radius = 0.1784 nm
radius / mean free path = 0.0174
temperature of use = 358.15 K
capture time there, fixed sigma = 0.9152 ns
chosen capture barrier = 0.1 eV
sigma gain from 300 K to use = 1.874
capture time there, activated sigma = 0.4884 ns
rough oxide barrier = 3.1 eV, mass = 0.42 m_e
decay constant kappa = 5.846 nm^-1
capture time at 1.0 nm oxide depth = 0.1196 ms
dropped prefactor at 0.04 eV = 0.201
filled front per decade, formula = 0.1969 nm
filled front per decade, integral = 0.1969 nm
```
